# Temporal-Gauge Quantization, the Gauss Operator and Its Non-Normalizable Null States, part 2

In the gauge $A_0=0$, Gauss's law must be imposed on the states. The problem here is that the states obeying it have infinite norm in the original inner product, so a physical inner product is needed.

Hartree atomic units are used: $\hbar=e=m_e=1$, $4\pi\epsilon_0=1$, and $c$ is the inverse fine-structure constant. Space is a periodic cube of volume $V$ with a finite set of Fourier modes, containing $-\mathbf k$ whenever it contains $\mathbf k$. Charges $q_j$ have masses $m_j$, positions $\mathbf r_j$, momenta $\mathbf p_j$ and density $\rho(\mathbf x)=\sum_jq_j\delta(\mathbf x-\mathbf r_j)$. The field $\mathbf A$ has canonical momentum $\boldsymbol\Pi=-\mathbf E/(4\pi)$, where $\mathbf E$ is the electric field. The Hamiltonian contains no Coulomb potential:

$$
H=\int d^3x\left[2\pi\boldsymbol\Pi^2+\frac{c^2}{8\pi}(\nabla\times\mathbf A)^2\right]
+\sum_j\frac{[\mathbf p_j-q_j\mathbf A(\mathbf r_j)]^2}{2m_j}.
$$

The Gauss operator, and its integral against a real periodic gauge function $\lambda$, are

$$
G(\mathbf x)=\frac{\nabla\cdot\mathbf E}{4\pi}-\rho=-\nabla\cdot\boldsymbol\Pi-\rho ,
$$

$$
G[\lambda]=\int d^3x\,\lambda(-\nabla\cdot\boldsymbol\Pi-\rho)
=\int d^3x\,\nabla\lambda\cdot\boldsymbol\Pi-\sum_jq_j\lambda(\mathbf r_j).
$$

The operator $U=\exp(iG[\lambda])$ acts on wavefunctions as

$$
(U\Psi)[\mathbf A,\{\mathbf r_j\}]
=\exp\left[-i\sum_jq_j\lambda(\mathbf r_j)\right]\Psi[\mathbf A+\nabla\lambda,\{\mathbf r_j\}].
$$

For static $\lambda$, $G[\lambda]$ commutes with $H$; its field part $-\nabla\cdot\boldsymbol\Pi$ alone does not when charges move. Physical states, called null states below, obey $G\Psi=0$, hence $U\Psi=\Psi$.

If $\lambda$ depends on time, $U\Psi$ evolves with $H-G[\dot\lambda]$, that is, with the scalar potential $A_0=\dot\lambda$. The mismatches in the closing numerical output compare $(i\partial_t-H)U\Psi$ with $U(i\partial_t-H)\Psi$ for a trial wavefunction that does not satisfy the constraint; "A0 kept" means that $G[\dot\lambda]U\Psi$ is added to the first expression.

### The constraint in longitudinal coordinates

Take one vector from each pair $\mathbf k,-\mathbf k$ with $\mathbf k\ne0$, and write $k=|\mathbf k|$, $\hat{\mathbf k}=\mathbf k/k$. The functions

$$
u_c=\sqrt{2/V}\cos\mathbf k\cdot\mathbf x,\qquad
u_s=\sqrt{2/V}\sin\mathbf k\cdot\mathbf x
$$

are orthonormal. The longitudinal fields are

$$
\mathbf A_L=\sum_{\rm half}\hat{\mathbf k}(a\,u_c+b\,u_s),\qquad
\boldsymbol\Pi_L=\sum_{\rm half}\hat{\mathbf k}(p_a u_c+p_b u_s),
$$

with $[a,p_a]=[b,p_b]=i$ for each pair; the label $\mathbf k$ on $a$ and $b$ is suppressed. Since $\hat{\mathbf k}\cdot\nabla u_c=-ku_s$ and $\hat{\mathbf k}\cdot\nabla u_s=ku_c$,

$$
-\nabla\cdot\boldsymbol\Pi=\sum_{\rm half}(k\,p_a u_s-k\,p_b u_c).
$$

Projecting $G$ on $u_s$ and $u_c$ gives

$$
G_s=k\,p_a-\rho_s,\qquad G_c=-k\,p_b-\rho_c,\qquad
\rho_{s,c}=\int d^3x\,\rho\,u_{s,c}.
$$

For moving charges, $\rho_s$ and $\rho_c$ are functions of the particle positions and commute with $p_a$ and $p_b$. With $p_a=-i\partial_a$ and $p_b=-i\partial_b$, the constraints are

$$
\partial_a\Psi=\frac{i\rho_s}{k}\Psi,\qquad
\partial_b\Psi=-\frac{i\rho_c}{k}\Psi .
$$

Their solution is

$$
\Psi=e^{i\theta}\Phi,\qquad
\theta=\sum_{\rm half}\frac{\rho_s a-\rho_c b}{k},
$$

where $\Phi$ depends on the particle positions and the remaining field coordinates, but on no $a$ or $b$.

The modulus of $\Psi$ is constant along each longitudinal direction. Its squared norm contains $\int da\,db=\infty$ for every retained pair.

Two parts of the field are excluded from this statement. Transverse coordinates are not shifted by $\nabla\lambda$. The uniform field, $\mathbf k=0$, is not shifted either, because the gradient of a periodic function has zero spatial average. With fixed charges its only energy is $2\pi\boldsymbol\Pi^2$, as for a free particle. Its state of lowest energy is then not normalizable, but this is unrelated to Gauss's law, and normalizable wave packets in this coordinate are allowed. A constant $\lambda$ gives $G[1]=-\sum_jq_j$, which requires total neutrality and causes no divergence.

### A proof that covers every normalizable candidate

The conclusion can also be reached without solving the differential equations. Choose $\lambda=\zeta u_s$, with $\zeta$ a real number. Then $\nabla\lambda=\zeta k\hat{\mathbf k}u_c$, so $U$ shifts $a$ by $k\zeta$. Let $w(a)$ be $|\Psi|^2$ integrated over all other variables. The phase in $U$ does not affect $|\Psi|^2$, and $U\Psi=\Psi$ therefore implies

$$
w(a+k\zeta)=w(a)\qquad\text{for every real }\zeta .
$$

Cut the $a$ axis into intervals of equal length. Each contributes the same amount to $\int w\,da$. Infinitely many equal nonnegative contributions have a finite sum if each is zero, and not otherwise. A normalizable null state is thus the zero vector.

The proof uses the unbounded range of $a$ and the flat measure $da$. If $a$ were instead an angle of period $P$, the integral over it would be finite and the argument would no longer exclude a normalizable null state. For fixed charges such a state would exist only if $\rho_s/k$ were an integer multiple of $2\pi/P$, because periodic wavefunctions allow only these values of $p_a$.

The same fact settles an apparent contradiction. From $[a,p_a]=i$ we have $[a,G_s]=ik$. For a normalized state in the domains of the operators, the expectation value is $ik$. Setting $G_s\Psi=0$ formally in $\langle aG_s-G_sa\rangle$ gives zero. There is no conflict, because the null state has no expectation value in the original inner product.

A truncated matrix can conceal this. In an oscillator basis of dimension $N$, the matrix $P$ of $p_a$ is antisymmetric, so $\det P=\det P^T=(-1)^N\det P$. For odd $N$ it has a null vector, even though the untruncated operator has no normalizable one. That vector is a product of the truncation. It is a null vector of the truncated $G_s$ only when $\rho_s=0$; otherwise a null vector requires $\rho_s/k$ to be an eigenvalue of $P$. In any eigenvector of the finite Hermitian matrix $P$, the expectation value of the truncated commutator of $a$ with $p_a$ is zero and not $i$.

### How closely a normalized state can obey the constraint

Let $\Psi$ be normalized, with finite $\|G_s\Psi\|$, and let it vanish for $|a|\ge\Lambda$. Remove the phase by $\chi=e^{-i\rho_sa/k}\Psi$. Then

$$
G_s\Psi=e^{i\rho_sa/k}(-ik\,\partial_a\chi),\qquad
\|G_s\Psi\|^2=k^2\int|\partial_a\chi|^2 ,
$$

where the integral includes all variables. Set $\kappa=\pi/(2\Lambda)$ and start from a nonnegative quantity:

$$
\begin{aligned}
0&\le\int|\partial_a\chi+\kappa\tan(\kappa a)\chi|^2\\
&=\int\left[|\partial_a\chi|^2+\kappa\tan(\kappa a)\,\partial_a|\chi|^2+\kappa^2\tan^2(\kappa a)|\chi|^2\right]\\
&=\int\left[|\partial_a\chi|^2-\kappa^2|\chi|^2\right].
\end{aligned}
$$

The last line follows by partial integration of the middle term and $\sec^2-\tan^2=1$. The boundary term vanishes: at distance $\delta$ from an endpoint, the Schwarz inequality bounds $|\chi|^2$ by $\delta$ times the integral of $|\partial_a\chi|^2$ over that last stretch, which tends to zero, while the tangent grows as $1/\delta$. Therefore

$$
\|G_s\Psi\|\ge\frac{k\pi}{2\Lambda}.
$$

Equality requires $\partial_a\chi=-\kappa\tan(\kappa a)\chi$, or $\chi\propto\cos(\kappa a)$. With its value at $a=0$ scaled to one, this state has squared norm

$$
\int_{-\Lambda}^{\Lambda}\cos^2(\kappa a)\,da=\Lambda .
$$

As the constraint error tends to zero, the norm at fixed central amplitude diverges.

The optimal state has $\langle p_a\rangle=\rho_s/k$ for a fixed charge distribution, because the cosine is real. The variance of $p_a$ is $\kappa^2$, so

$$
2\pi\langle p_a^2\rangle=2\pi\left(\frac{\rho_s}{k}\right)^2+2\pi\left(\frac{\pi}{2\Lambda}\right)^2 .
$$

The second term is an energy error caused by confinement. It occurs for each longitudinal coordinate treated in this way and decreases as $\Lambda^{-2}$.

### The inner product for physical states

The integral over $a$ and $b$ repeats the same physical configuration along its gauge orbit. It is omitted by defining

$$
(\Psi_1,\Psi_2)_{\rm phys}=\int d\tau\,\Phi_1^*\Phi_2 ,
$$

where $\tau$ denotes the particle positions, transverse coordinates and uniform field. Equivalently, insert $\delta(a)\delta(b)$ for each pair in the original product. Any other fixed values of $a$ and $b$ give the same result, because the phases $e^{i\theta}$ of the two states cancel.

It remains to find the Hamiltonian acting on $\Phi$. For a point charge, $\nabla_j\rho_s=q_j\mathbf k\,u_c(\mathbf r_j)$ and $\nabla_j\rho_c=-q_j\mathbf k\,u_s(\mathbf r_j)$, so

$$
\nabla_j\theta=q_j\sum_{\rm half}\hat{\mathbf k}\,[a\,u_c(\mathbf r_j)+b\,u_s(\mathbf r_j)]
=q_j\mathbf A_L(\mathbf r_j).
$$

It follows that

$$
e^{-i\theta}(\mathbf p_j-q_j\mathbf A)e^{i\theta}
=\mathbf p_j+q_j\mathbf A_L-q_j\mathbf A=\mathbf p_j-q_j\mathbf A_T ,
$$

where $\mathbf A_T=\mathbf A-\mathbf A_L$ includes the uniform field. The longitudinal coordinates drop out of the kinetic energy. Their momenta act on $\Psi$ as $p_a=\rho_s/k$ and $p_b=-\rho_c/k$, so the longitudinal electric energy becomes

$$
W=\sum_{\rm half}\frac{2\pi(\rho_s^2+\rho_c^2)}{k^2}
=\frac{2\pi}{V}\sum_{\mathbf k\ne0}\frac{|\rho_{\mathbf k}|^2}{k^2},\qquad
\rho_{\mathbf k}=\int d^3x\,\rho\,e^{-i\mathbf k\cdot\mathbf x}.
$$

Here $\rho_s^2+\rho_c^2=(2/V)|\rho_{\mathbf k}|^2$, and extending the sum from half of $\mathbf k$ space to all of it supplies a factor $1/2$. This is the Coulomb energy, including self-energies. The Hamiltonian on $\Phi$ is that of Coulomb gauge. An implementation can therefore discard $a$ and $b$, add $W$, and use normalizable functions $\Phi$.

### Example: a fixed neutral pair

Charges $+1$ and $-1$ are fixed at $x=+1$ and $x=-1$ bohr in a cube of side 20 bohr. Each has a normalized Gaussian profile of width $\sigma=0.5$ bohr, with form factor $e^{-k^2\sigma^2/2}$. For the lowest mode along $x$, $k=2\pi/20=0.314159$ bohr$^{-1}$. The cosine contributions cancel, and the sine contributions add:

$$
\rho_s=\sqrt{\frac{2}{8000}}\,e^{-k^2\sigma^2/2}\,2\sin k=0.009652\ \text{a.u.}
$$

In $\sin k$, the position of 1 bohr has been inserted. The constraint momentum is $p_a=0.009652/0.314159=0.03072$ a.u., and the mode energy is $2\pi p_a^2=0.00593$ hartree.

The optimal confined states give:

| $\Lambda$ (a.u.) | $\Vert G_s\Psi\Vert$ (a.u.) | energy excess (hartree) |
|---:|---:|---:|
| 50 | 0.00987 | 0.00620 |
| 100 | 0.00493 | 0.00155 |
| 200 | 0.00247 | 0.00039 |

At $\Lambda=50$ the excess is larger than the physical energy of the mode. At $\Lambda=200$ it is still about 7% of that energy. In all three cases $\langle[a,G_s]\rangle/(ik)=1$ to the printed precision, as required for normalized states.

The mode sum for the total longitudinal energy can be checked against Gaussian charges in free space. In the large-volume limit the interaction of charges $q_1,q_2$ at distance $d$ is

$$
\frac{2q_1q_2}{\pi d}\int_0^\infty dk\,e^{-k^2\sigma^2}\frac{\sin kd}{k}
=\frac{q_1q_2}{d}\,{\rm erf}\left(\frac{d}{2\sigma}\right).
$$

To obtain the integral, differentiate it with respect to $d$, which gives $\sqrt\pi\,e^{-d^2/(4\sigma^2)}/(2\sigma)$, and integrate back from $d=0$. For $\sigma\to0$ the result is $q_1q_2/d$. Setting $d\to0$, with a factor $1/2$ for each self-energy, gives $1/(\sigma\sqrt\pi)$ for the two charges together.

Omitting $\mathbf k=0$ gives each charge a uniform compensating background. By cubic symmetry its leading position-dependent potential is $2\pi qr^2/(3V)$, whose Laplacian is $4\pi q/V$. For the neutral pair the constants cancel, leaving $-2\pi d^2/(3V)$. Thus

$$
W\simeq1.12838-0.49766-0.00105=0.62967\ \text{hartree}.
$$

The mode sum gives 0.62966 hartree. The unrounded difference is $1.6\times10^{-5}$ hartree, about $2.5\times10^{-5}$ of $W$. It comes from the periodic images. The leading term omitted from the formula is $-S\,d^4/L^5$, where $L$ is the side of the cube and $S=\sum_{\mathbf n\ne0}P_4(n_x/n)/n^5=3.108$ is a sum over integer vectors $\mathbf n$ of length $n$, with $P_4$ the fourth Legendre polynomial. Its value is $-1.55\times10^{-5}$ hartree, which accounts for the difference.

Subtracting the free-space self-energy from the mode sum leaves a pair energy of $-0.4987$ hartree, or $-13.57$ eV. The point-charge value in free space is $-0.5$ hartree. The difference has two sources: $+0.0023$ hartree from the overlap of the Gaussians and $-0.0011$ hartree from the finite cube. The second depends on the cell. For a side of 30 bohr the pair energy is $-0.4980$ hartree, or $-13.55$ eV, and for large cells it tends to $-0.4977$ hartree.

The electric field checks the sign convention. From $\mathbf E=-4\pi\boldsymbol\Pi$, the mode sum gives $E_x=-1.4760$ a.u. at the midpoint, directed from the positive to the negative charge. The field of two free Gaussian charges with the background correction agrees to within $10^{-5}$ a.u. The numerical output lists the remaining digits.

## Calculated quantities

```
Symbolic [H,G_c], [H,G_s], [G_c,G_s]: all zero
Symbolic [H, field part of G_c]: nonzero
Mismatch, static lambda: 5.6e-17 a.u.
Mismatch, moving lambda, A0 = 0: 0.3770 a.u.
Mismatch, moving lambda, A0 kept: 1.1e-16 a.u.
exp(iG) against shift and phase: 2.1e-16 a.u.
Box length: 20.0 bohr
Charge width: 0.50 bohr
Charge separation: 2.0 bohr
Lowest k: 0.314159 1/bohr
rho_c of lowest x mode: 0.000000 a.u.
rho_s of lowest x mode: 0.009652 a.u.
Constraint momentum p_a = rho_s/k: 0.030724 a.u.
Energy of this mode: 0.005931 hartree
Lam = 50 a.u.:
  smallest norm of G_s psi: 9.869604e-03 a.u.
  squared norm if psi(0) = 1: 50.000 a.u.
  energy excess: 6.2013e-03 hartree
  spread(a) * spread(p_a): 0.5679 (hbar)
  <[a,G_s]>/(i k): 1.000000 (pure number)
Lam = 100 a.u.:
  smallest norm of G_s psi: 4.934802e-03 a.u.
  squared norm if psi(0) = 1: 100.000 a.u.
  energy excess: 1.5503e-03 hartree
  spread(a) * spread(p_a): 0.5679 (hbar)
  <[a,G_s]>/(i k): 1.000000 (pure number)
Lam = 200 a.u.:
  smallest norm of G_s psi: 2.467401e-03 a.u.
  squared norm if psi(0) = 1: 200.000 a.u.
  energy excess: 3.8758e-04 hartree
  spread(a) * spread(p_a): 0.5679 (hbar)
  <[a,G_s]>/(i k): 1.000000 (pure number)
Longitudinal energy, mode sum: 0.629655 hartree
Longitudinal energy, formula: 0.629671 hartree
  self-energy part: 1.128379 hartree
  free-space pair part: -0.497661 hartree
  background part: -0.001047 hartree
Pair energy from mode sum: -0.498724 hartree
Pair energy from mode sum: -13.5710 eV
Point-charge value -1/d: -0.500000 hartree
Midpoint E_x, mode sum: -1.476017 a.u.
Midpoint E_x, formula: -1.476025 a.u.
  background part: 0.001047 a.u.
```
